# Superfluid weight of a dirty superconductor from its missing optical area: verification in Python

```python
# Result under test (T = 0, dirty s-wave BCS superconductor):
#   missing area A = int_0^inf (sigma_n - sigma_1s) d omega = pi^2 Delta sigma_n/(2 hbar)
#   superfluid weight D = 1/(mu0 lambda^2) = 2 A/pi = pi Delta sigma_n/hbar
# Symbols: Delta gap, sigma_n normal dc conductivity, sigma_1s regular real part of
# the Mattis-Bardeen conductivity, lambda penetration depth, tau scattering time,
# G = hbar/(2 tau Delta), xi normal-state energy, E = sqrt(xi^2 + Delta^2).
# In the tests Delta = hbar = sigma_n = 1; SI units enter only in the example.
import numpy as np
from scipy import constants as const
from scipy.special import ellipe, ellipkm1


def sigma1_elliptic(w):
    """Closed form of sigma_1s for w >= 2."""
    m1 = 8 * w / (w + 2) ** 2          # complementary parameter 1 - k^2
    return (1 + 2 / w) * ellipe(1 - m1) - (4 / w) * ellipkm1(m1)


def midpoint_angles(n):
    return -np.pi / 2 + np.pi * (np.arange(n) + 0.5) / n


def sigma1_energy_integral(w, n=800):
    """Defining integral over the energies of the two quasiparticles."""
    s = np.sin(midpoint_angles(n))
    e1 = w / 2 + (w / 2 - 1) * s
    e2 = w - e1
    return np.pi * np.mean((e1 * e2 - 1) / np.sqrt((e1 + 1) * (e2 + 1))) / w


def w_times_sigma2(w, n=800):
    """Mattis-Bardeen imaginary part times frequency, for 0 < w < 2."""
    e1 = 1 - w / 2 + (w / 2) * np.sin(midpoint_angles(n))
    e2 = e1 + w
    return np.pi * np.mean((e1 * e2 + 1) / np.sqrt((1 + e1) * (1 + e2)))


nodes, weights = np.polynomial.legendre.leggauss(300)


def integrate_above_gap(func, w_max):
    """Integral from 2 to w_max with a logarithmic frequency variable."""
    length = np.log(w_max / 2)
    w = 2 * np.exp(length * (nodes + 1) / 2)
    return np.sum(weights * func(w) * w) * length / 2


def missing_area(w_max):
    return 2 + integrate_above_gap(lambda w: 1 - sigma1_elliptic(w), w_max)


# Closed form of sigma_1s against its defining integral
for w in (2.2, 3.0, 6.0, 40.0):
    assert abs(sigma1_elliptic(w) - sigma1_energy_integral(w)) < 1e-9

# Missing area from the conductivity itself
area = missing_area(1e9)
assert abs(area - np.pi ** 2 / 2) < 1e-6
weight = 2 * area / np.pi

# The two parts of the area, by trapezoid sums in logarithmic variables
step = 0.1
x = np.exp(np.arange(-25, 25 + step / 2, step))
a, b = x[:, None], x[None, :]
ea, eb = np.sqrt(a * a + 1), np.sqrt(b * b + 1)
shift_kernel = (1 / (ea + a) + 1 / (eb + b)) / ((a + b) * (ea + eb))
shift_part = np.sum(a * b * shift_kernel) * step ** 2
coherence_part = np.sum(a * b / (ea * eb * (ea + eb))) * step ** 2
assert abs(shift_part - np.pi ** 2 / 4) < 1e-7
assert abs(coherence_part - np.pi ** 2 / 4) < 1e-7
assert abs(shift_part + coherence_part - area) < 1e-6

# Causality: sigma_2 must equal the condensate term plus the transform of sigma_1s
w_probe = 1.0
kk_integral = integrate_above_gap(
    lambda w: sigma1_elliptic(w) / (w * w - w_probe ** 2), 1e9)
sigma2_from_area = weight - 2 * w_probe ** 2 / np.pi * kk_integral
sigma2_direct = w_times_sigma2(w_probe)
assert abs(sigma2_from_area - sigma2_direct) < 1e-6
sigma2_low = w_times_sigma2(1e-3)
assert abs(sigma2_low - weight) < 1e-5


def weight_ratio(G):
    """Superfluid weight over its dirty-limit value, for G > 1."""
    return 1 - 2 / np.pi * np.arccosh(G) / np.sqrt(G * G - 1)


def weight_ratio_direct(G, u_max=20.0, h=0.02):
    """Drude area minus pair-creation area, summed over both energies."""
    gamma = 2 * G
    u = np.arange(-u_max, u_max + h / 2, h)
    p, q = np.sinh(u)[:, None], np.sinh(u)[None, :]
    ep, eq = np.cosh(u)[:, None], np.cosh(u)[None, :]
    same_sign = p * q > 0
    # E E' - xi xi' - 1, rewritten for equal signs to avoid cancellation
    stable = (p - q) ** 2 / (ep * eq + np.abs(p * q) + 1)
    factor = np.where(same_sign, stable, ep * eq - p * q - 1)
    drude = gamma ** 2 / (gamma ** 2 + (p - q) ** 2)
    pair_area = 0.5 * np.sum(drude * 0.5 * factor / (ep + eq)) * h * h
    drude_area = np.pi * gamma / 2
    return (drude_area - pair_area) * 2 / np.pi / np.pi


direct = {}
for G in (1.5, 5.0):
    direct[G] = weight_ratio_direct(G)
    assert abs(direct[G] - weight_ratio(G)) < 1e-5

# Worked example in SI units
gap_meV, resistivity, tau = 1.0, 1.0e-6, 5.0e-15
gap = gap_meV * 1e-3 * const.e
sigma_n = 1 / resistivity
area_SI = area * sigma_n * gap / const.hbar
D_SI = np.pi * gap * sigma_n / const.hbar
assert abs(2 * area_SI / np.pi / D_SI - 1) < 1e-6
lam = 1 / np.sqrt(const.mu_0 * D_SI)
G_example = const.hbar / (2 * tau * gap)
ratio_example = weight_ratio(G_example)
lam_tau = lam / np.sqrt(ratio_example)

print("DIMENSIONLESS RESULTS")
print(f"missing area / (Delta sigma_n/hbar)      = {area:.6f}")
print(f"pi^2/2                                  = {np.pi**2/2:.6f}")
print(f"energy-shift part of the area           = {shift_part:.6f}")
print(f"coherence-factor part of the area       = {coherence_part:.6f}")
print(f"weight D / (Delta sigma_n/hbar)          = {weight:.6f}")
for w in (3.0, 6.0, 40.0):
    print(f"sigma_1s/sigma_n at hbar omega = {w:4.0f} Delta = {sigma1_elliptic(w):.5f}")
print(f"area fraction below 2 Delta             = {2/area:.4f}")
for w in (10.0, 100.0, 1000.0):
    print(f"area fraction below {w:5.0f} Delta         = {missing_area(w)/area:.4f}")
print("CAUSALITY CHECK, (hbar omega/Delta) sigma_2/sigma_n")
print(f"at hbar omega = Delta, direct integral  = {sigma2_direct:.6f}")
print(f"at hbar omega = Delta, from the area    = {sigma2_from_area:.6f}")
print(f"at hbar omega = 0.001 Delta, direct     = {sigma2_low:.6f}")
print("FINITE SCATTERING TIME, D / dirty-limit D")
for G in (1.5, 5.0):
    print(f"G = {G:4.1f}: formula {weight_ratio(G):.6f}, direct sum {direct[G]:.6f}")
for G in (50.0, 500.0):
    print(f"G = {G:5.0f}: formula {weight_ratio(G):.6f}")
print("WORKED EXAMPLE")
print(f"gap Delta0                              = {gap_meV:.3f} meV")
print(f"normal resistivity                      = {resistivity:.3e} ohm m")
print(f"normal conductivity                     = {sigma_n:.3e} S/m")
print(f"scattering time                         = {tau*1e15:.2f} fs")
print(f"Delta0/hbar                             = {gap/const.hbar:.4e} rad/s")
print(f"gap frequency 2 Delta0/h                = {2*gap/const.h/1e9:.1f} GHz")
print(f"missing area                            = {area_SI:.4e} S/(m s)")
print(f"superfluid weight 1/(mu0 lambda^2)      = {D_SI:.4e} S/(m s)")
print(f"penetration depth, dirty limit          = {lam*1e9:.1f} nm")
print(f"G = hbar/(2 tau Delta0)                 = {G_example:.2f}")
print(f"weight ratio at this tau                = {ratio_example:.4f}")
print(f"penetration depth at this tau           = {lam_tau*1e9:.1f} nm")
print("all assertions hold")
```

Output:

```
DIMENSIONLESS RESULTS
missing area / (Delta sigma_n/hbar)      = 4.934802
pi^2/2                                  = 4.934802
energy-shift part of the area           = 2.467401
coherence-factor part of the area       = 2.467401
weight D / (Delta sigma_n/hbar)          = 3.141593
sigma_1s/sigma_n at hbar omega =    3 Delta = 0.47579
sigma_1s/sigma_n at hbar omega =    6 Delta = 0.83278
sigma_1s/sigma_n at hbar omega =   40 Delta = 0.99390
area fraction below 2 Delta             = 0.4053
area fraction below    10 Delta         = 0.8176
area fraction below   100 Delta         = 0.9724
area fraction below  1000 Delta         = 0.9963
CAUSALITY CHECK, (hbar omega/Delta) sigma_2/sigma_n
at hbar omega = Delta, direct integral  = 2.934924
at hbar omega = Delta, from the area    = 2.934924
at hbar omega = 0.001 Delta, direct     = 3.141592
FINITE SCATTERING TIME, D / dirty-limit D
G =  1.5: formula 0.451986, direct sum 0.451986
G =  5.0: formula 0.702100, direct sum 0.702100
G =    50: formula 0.941355
G =   500: formula 0.991205
WORKED EXAMPLE
gap Delta0                              = 1.000 meV
normal resistivity                      = 1.000e-06 ohm m
normal conductivity                     = 1.000e+06 S/m
scattering time                         = 5.00 fs
Delta0/hbar                             = 1.5193e+12 rad/s
gap frequency 2 Delta0/h                = 483.6 GHz
missing area                            = 7.4973e+18 S/(m s)
superfluid weight 1/(mu0 lambda^2)      = 4.7729e+18 S/(m s)
penetration depth, dirty limit          = 408.3 nm
G = hbar/(2 tau Delta0)                 = 65.82
weight ratio at this tau                = 0.9528
penetration depth at this tau           = 418.3 nm
all assertions hold
```
